**Problem.** A film of thickness $L=100$ Å and relative permittivity $\kappa=7$ lies between two plane contacts with equal work functions. It contains $N=10^{-6}$ traps per cubic angstrom, spread evenly. A trap is neutral when empty and carries one electron when filled. The trap-filled-limit voltage $V_T$ is the bias at which, with every trap filled and the charge of free electrons neglected, the average field at the electron-injecting contact vanishes. Find $V_T$, and decide what it says about the current.

## Hints

1. Work with the potential energy $U(x)$ of an electron. In atomic units the electron charge is $-1$ and $4\pi\varepsilon_0=1$, so a bias $V$ and the energy an electron gains from it are the same number.
2. The filled traps form a uniform negative charge. What does Poisson's equation then say about the curvature of $U$?
3. Two boundary values fix $U$. The condition at the injecting contact concerns its slope.
4. To judge the effect on the current, compare the highest point of $U$ with $kT$.

## Solution

**Poisson's equation.** Let $x=0$ be the injecting contact (the cathode) and $x=L$ the anode, held at the potential $+V$. The charge density of the filled traps is $\rho=-N$. The electrostatic potential $\varphi$ obeys

$$\varphi''=-\frac{4\pi\rho}{\kappa}=\frac{4\pi N}{\kappa}.$$

The energy of an electron is $U=-\varphi$, hence

$$U''=-\frac{4\pi N}{\kappa},\qquad U(0)=0,\qquad U(L)=-V .$$

Equal work functions were used here: without them a built-in potential would be added to $V$.

Integrating twice, with $U(0)=0$, gives

$$U(x)=-\frac{2\pi N}{\kappa}x^2+Cx .$$

The anode condition reads $-2\pi NL^2/\kappa+CL=-V$, so

$$C=\frac{2\pi NL}{\kappa}-\frac{V}{L},\qquad
U(x)=\frac{2\pi N}{\kappa}\,x(L-x)-\frac{V}{L}\,x .$$

The first term is the hill raised by the trapped electrons, the second the slope due to the bias.

**The zero-field condition.** The force on an electron at the cathode is $-U'(0)=-C=V/L-2\pi NL/\kappa$. At small $V$ it is negative and pushes electrons back to the cathode. It vanishes at

$$\boxed{V_T=\frac{2\pi NL^2}{\kappa}}$$

**Numbers.** In atomic units $L=188.973$ bohr and $N=1.4818\times10^{-7}$ per cubic bohr, so

$$V_T=\frac{2\pi\,(1.4818\times10^{-7})(188.973)^2}{7}=0.00475\ \text{hartree}.$$

This is 0.129 eV per electron, or a voltage of about 0.13 V. A grid solution of Poisson's equation, with a search for the bias that makes the cathode slope zero, gives the same value; see the numerical output.

**Where the factor 2 comes from.** Consider one thin layer of trapped charge, $N\,dx$ per area, at depth $x$. If the force is to vanish at the cathode, this layer produces a force $4\pi N\,dx/\kappa$ between itself and the anode, over the distance $L-x$. Adding the energy drops of all layers gives

$$V_T=\frac{4\pi N}{\kappa}\int_0^L(L-x)\,dx=\frac{2\pi NL^2}{\kappa}.$$

The mean distance from a trap to the anode is $L/2$. The total trapped charge per area, $NL$, divided by the capacitance per area, $\kappa/(4\pi L)$, would give $4\pi NL^2/\kappa=2V_T$. The layer sum also shows that traps near the cathode count most, so an uneven distribution with the same total changes $V_T$ if it shifts the mean distance from a trap to the anode.

**What the average hides.** A cube that holds one trap on average has the edge $N^{-1/3}=100$ Å, equal to the film thickness. There is on average one trap behind each square of 100 Å by 100 Å. Poisson's equation is linear, so averaging it over a wide contact leaves the one-dimensional equation used above, and $V_T$ holds for the averaged field. The field at a particular point of the cathode depends on where the nearest traps sit, and a contact only a few hundred angstroms wide covers few traps, whose number varies from device to device.

**The barrier below $V_T$.** Put $s=x/L$ and $r=V/V_T$. Since $2\pi N/\kappa=V_T/L^2$,

$$U=V_T\left[s(1-s)-rs\right].$$

For $r<1$ the derivative $V_T(1-2s-r)$ vanishes at $s_m=(1-r)/2$. There

$$U_{\max}=V_T\,s_m\left[(1-r)-s_m\right]=\frac{V_T}{4}(1-r)^2 .$$

At zero bias the barrier is 0.032 eV high and lies at 50 Å. At half of $V_T$ it is 0.008 eV high and lies at 25 Å. At $V_T$ it has moved to the cathode and vanished. This is the electrostatic content of $V_T$: it is the bias that removes the barrier made by a full set of traps. These heights leave out the attraction of an electron to its image charges in the two contacts. At the middle of the film that energy is $-\ln 2/(\kappa L)$ in atomic units, or $-0.014$ eV, with or without filled traps.

**Does the bias fill the traps?** Not necessarily. Suppose the trap level of the uncharged film lies an energy $\Delta$ below the Fermi level of the contacts. Filling all traps raises the level by at most $V_T/4=0.032$ eV in the averaged potential. If $\Delta-V_T/4$ is several $kT$, the traps are filled in equilibrium, with no bias at all. To call $V_T$ the voltage at which the traps become full, one must assume that they start empty and are filled by the injected current. The first variation treats that case.

## Variation 1: why a steep current rise can occur at $V_T$

*Neglect diffusion, let the cathode supply electrons freely, and let the traps exchange electrons with the band. How does the current behave near $V_T$?*

Let $F=-U'$ be the force towards the anode, $n$ the free-electron density, $\mu$ the velocity per unit force, and $J$ the electron flux. Then

$$J=\mu nF,\qquad F'=\frac{4\pi}{\kappa}(n+n_t),\qquad n_t=\frac{Nn}{n+n_1},\qquad F(0)=0,$$

where $n_t$ is the density of filled traps and $n_1$ the free density at which half the traps are filled. Deep traps have a small $\theta=n_1/N$. Define

$$f=\frac{\kappa F}{4\pi NL},\qquad j=\frac{\kappa J}{4\pi\mu N^2L}.$$

Then $n/N=J/(\mu NF)=j/f$ and $n_t/N=(j/f)/(j/f+\theta)=j/(j+\theta f)$, so

$$\frac{df}{ds}=\frac{j}{f}+\frac{j}{j+\theta f},\qquad
\frac{V}{V_T}=\frac{1}{V_T}\int_0^L F\,dx=2\int_0^1 f\,ds .$$

The last step uses $4\pi NL^2/\kappa=2V_T$. There are three ranges of current.

*Partly filled traps, $j$ of order $\theta$.* The free charge is negligible except very near the cathode. With $a=j/\theta$ the equation becomes $df/ds=a/(a+f)$, or $(a+f)\,df=a\,ds$. Integration gives $af+f^2/2=as$, so $f=-a+\sqrt{a^2+2as}$ and

$$\frac{V}{V_T}=-2a+\frac{2}{3a}\left[(a^2+2a)^{3/2}-a^3\right].$$

The voltage depends on $j/\theta$ alone, so at a fixed voltage below $V_T$ the current is proportional to $\theta$. At $0.9\,V_T$ the full equation gives $j=2.6\times10^{-6}$ for $\theta=10^{-6}$ and $2.6\times10^{-8}$ for $\theta=10^{-8}$.

*Filled traps, $\theta\ll j\ll1$.* Both $\theta f/j$ and, away from the cathode, $j/f$ are small. Then $df/ds\approx1$, $f\approx s$ and $V\approx V_T$, whatever the value of $j$ in this range. The leading corrections follow separately:

- Finite $\theta$: $df/ds\approx1-\theta s/j$ gives $f\approx s-\theta s^2/(2j)$, which changes $V/V_T$ by $-\theta/(3j)$.
- Free charge: $df/ds=1+j/f$ integrates to $s=f-j\ln(1+f/j)$, so $f\approx s+j\ln(1+s/j)$. For small $j$ this changes $V/V_T$ by $2j[\ln(1/j)-1]$.

Together,

$$\frac{V}{V_T}\approx1+2j\left[\ln\frac1j-1\right]-\frac{\theta}{3j}.$$

At $j=\sqrt\theta$ this gives 1.0115 for $\theta=10^{-6}$ and 1.0016 for $\theta=10^{-8}$, in agreement with the numerical integration.

*Well above the limit.* Once $\theta/(3j)$ is small against $V/V_T-1$, the value of $\theta$ hardly affects the current. At $1.1\,V_T$ the current is $j=0.0145$ for both values of $\theta$.

Between $0.9\,V_T$ and $1.1\,V_T$ the current therefore grows by a factor proportional to $1/\theta$: about $5.5\times10^3$ for $\theta=10^{-6}$ and $5.5\times10^5$ for $\theta=10^{-8}$. In this model $V_T$ is a sharp threshold.

## Variation 2: the given film at 300 K

*Now include diffusion, and let the electrons move in the averaged potential. Let both contacts hold the free density at a fixed value $n_c\ll N$, so that free charge can still be neglected in Poisson's equation. Is there a threshold in the 100 Å film?*

At 300 K, $kT=0.02585$ eV, so $V_T/kT=5.0$, and the zero-bias barrier $V_T/4$ is $1.25\,kT$. For non-degenerate electrons with diffusion constant $D=\mu kT$,

$$J=-D\left(n'+\frac{U'}{kT}n\right)=-D\,e^{-U/kT}\left(n\,e^{U/kT}\right)'.$$

In the steady state $J$ is constant. Multiply by $e^{U/kT}$ and integrate from 0 to $L$, with $n=n_c$ at both ends, $U(0)=0$ and $U(L)=-V$:

$$J=\frac{Dn_c\left(1-e^{-V/kT}\right)}{\int_0^L e^{U/kT}\,dx}.$$

In the uncharged film $U=-Vx/L$. The integral is then $(kTL/V)(1-e^{-V/kT})$, and the current is ohmic, $J_0=Dn_cV/(kTL)$. The effect of the filled traps is the ratio

$$R=\frac{J}{J_0}=\frac{kT}{V}\,\frac{1-e^{-V/kT}}{\int_0^1e^{U/kT}\,ds}.$$

| $V/V_T$ | $R$ |
|---|---|
| 0.01 | 0.408 |
| 0.50 | 0.436 |
| 0.90 | 0.488 |
| 1.00 | 0.502 |
| 1.10 | 0.517 |
| 2.00 | 0.635 |

The ratio rises smoothly through $V_T$. From $0.9\,V_T$ to $1.1\,V_T$ the current grows by $(1.1/0.9)(0.5166/0.4876)=1.295$, against 1.222 for the ohmic film.

Filling the traps during the sweep cannot restore a large step in this model. Let the filled density be any profile $n_t(x)$ between 0 and $N$. The difference $w=U_{\text{full}}-U$ obeys $w''=-4\pi(N-n_t)/\kappa\le0$ and vanishes at both contacts. A concave function that is zero at both ends is not negative in between, so $U\le U_{\text{full}}$. The same argument, applied to $U$ minus its uncharged form, shows that $U$ is nowhere below the uncharged line. The current at each bias thus lies between $RJ_0$ and $J_0$. Between $0.9\,V_T$ and $1.1\,V_T$ it can grow by at most $1.1/(0.9\times0.488)\approx2.5$, even if the traps change their filling on the way.

The two variations also differ in their contacts, but a fixed $n_c$ does not by itself remove the threshold. If $kT$ is made small against $V_T$ in the formula for $J$, the barrier blocks the current below $V_T$, and above it $J\approx\mu n_c(V-V_T)/L$ once $(V-V_T)^2\gg kT\,V_T$; closer to $V_T$ the bend is rounded and the current is larger than this. At a given $V/V_T$ the ratio $R$ depends only on $V_T/kT$, which is four times the zero-bias barrier in units of $kT$. Since $V_T\propto L^2$, a full set of traps in a thicker film with the same $N$ would make a barrier of many $kT$ at low bias and suppress the current strongly. The traps stay full at low bias only while $\Delta$ exceeds $V_T/4$, however. At $L=1000$ Å, $V_T/4$ is 3.2 eV; traps a few tenths of an eV deep then empty in the middle of the film, the barrier stays only a few $kT$ above $\Delta$, and the filling must be found together with $U$. If $n_c$ is comparable with $N$, the free charge must be kept in Poisson's equation and these values of $R$ no longer apply. They also leave out image charges, and they require a mean free path much shorter than the distance over which $U$ changes by $kT$, which at $V_T$ is only about 10 Å near the anode. This is shorter than the thermal wavelength of a free electron at 300 K, 43 Å, so the condition can be met only in low-mobility films, not by band transport in a good crystal. Finally, they rest on the averaged potential. In the given film the distance between traps is comparable with the film thickness, and the current depends exponentially on the local potential, so $R$ is only a rough guide to the current of a real film. For the film of the problem, 0.13 V is a sound electrostatic scale, but a sharp bend in a measured current at that voltage does not follow from it.

## Computed values

```
thickness L = 100.0 angstrom
trap density N = 1.0e-06 per cubic angstrom
relative permittivity = 7.0
L = 188.973 bohr
N = 1.4818e-07 per cubic bohr
mean trap spacing = 100.0 angstrom
traps per area = 1.0e-04 per square angstrom
V_TFL formula = 0.004750 hartree
V_TFL formula = 0.1293 eV per electron (same in V)
V_TFL from grid search = 0.1293 eV per electron
anode force at V_TFL = 0.002585 eV/angstrom
kT at 300 K = 0.02585 eV
V_TFL / kT = 5.000
V/V_TFL = 0.0: barrier 0.03231 eV at 50.0 angstrom
V/V_TFL = 0.5: barrier 0.00808 eV at 25.0 angstrom
V/V_TFL = 1.0: barrier 0.00000 eV at 0.0 angstrom
drift only, theta = 1e-06:
  scaled current j at 0.9 V_TFL = 2.635e-06
  scaled current j at 1.1 V_TFL = 1.454e-02
  ratio of the two currents = 5.517e+03
  V/V_TFL at j = sqrt(theta) = 1.0115
drift only, theta = 1e-08:
  scaled current j at 0.9 V_TFL = 2.637e-08
  scaled current j at 1.1 V_TFL = 1.453e-02
  ratio of the two currents = 5.511e+05
  V/V_TFL at j = sqrt(theta) = 1.0016
filled traps at 300 K, current over uncharged-film current R:
  V/V_TFL = 0.01: R = 0.4079
  V/V_TFL = 0.50: R = 0.4364
  V/V_TFL = 0.90: R = 0.4876
  V/V_TFL = 1.00: R = 0.5020
  V/V_TFL = 1.10: R = 0.5166
  V/V_TFL = 2.00: R = 0.6350
thin film: J(1.1 V_TFL)/J(0.9 V_TFL) = 1.295
ohmic film: same current ratio = 1.222
```
